# Multimode Lyddane-Sachs-Teller Product along a Principal Axis of Orthorhombic Hafnia, part 1

(Sections cited here and not found follow in the second part.)

## First half: poles, zeros and the product

In a model of the polar axis of orthorhombic hafnia, the electronic permittivity is 5.00 and the strongest transverse mode lies at 250 cm⁻¹. If the one-mode Lyddane-Sachs-Teller relation is applied to this mode and the next longitudinal frequency, 270.35 cm⁻¹, it gives a static permittivity of 5.85. With the highest longitudinal frequency, 683.71 cm⁻¹, it gives 37.40. The static permittivity of the model is 19.65. The same relation is thus too low by a factor of three or too high by a factor of two, depending on which longitudinal frequency is chosen. The reason is that the static permittivity is fixed by a product over all polar modes of the axis, and by no single pair.

### Setting and assumptions

The crystal is the polar orthorhombic phase of hafnia, space group Pca2₁, with the polar axis \(c\) along \(z\). Its unit cell, of volume \(V\), holds four formula units. SI equations are used, and time dependence is \(e^{-i\omega t}\). The assumptions are these.

1. The atoms make small harmonic, undamped vibrations about a stable structure.
2. The wavelength is long compared with the cell, and the macroscopic strain is held fixed.
3. The electrons follow the field at once, with a constant relative permittivity \(\varepsilon_\infty>0\) along the axis.
4. There are no free carriers, and no domain walls move.

The permittivity \(\varepsilon(\omega)\) below describes the small change of displacement field \(D\) caused by a small field \(E\). The spontaneous polarization is a constant background and drops out. The value \(\varepsilon(0)\) is the limit \(\omega\to0\) at fixed strain.

**Theorem.** Let the polar modes of one principal axis have distinct transverse frequencies \(T_1<\dots<T_N\), all positive, and strengths \(S_j>0\). Then

\[
\varepsilon(\omega)=\varepsilon_\infty+\sum_{j=1}^{N}\frac{S_jT_j^2}{T_j^2-\omega^2}
=\varepsilon_\infty\prod_{j=1}^{N}\frac{L_j^2-\omega^2}{T_j^2-\omega^2},
\]

where \(L_j\) are the frequencies of longitudinal waves along that axis. They are real and satisfy \(T_1<L_1<T_2<L_2<\dots<T_N<L_N\). In particular,

\[
\frac{\varepsilon(0)}{\varepsilon_\infty}=\prod_{j=1}^{N}\left(\frac{L_j}{T_j}\right)^2 .
\]

The proof needs four lemmas: how many modes there are, why they give a sum over poles, why zeros are longitudinal frequencies, and where the zeros lie.

### Lemma 1: eight polar modes on each axis

The twelve atoms form three sets of four symmetry-related atoms: one set of hafnium and two of oxygen. All lie on general positions. Besides the identity, the operations of the group, up to lattice translations, are

\[
(-x,-y,z+\tfrac12),\quad (x+\tfrac12,-y,z),\quad (-x+\tfrac12,y,z+\tfrac12).
\]

None of these three leaves an atom in place, so each has character zero in the space of the \(3\times12=36\) atomic displacements. The identity has character 36. The point group has four operations and four one-dimensional representations. Each representation therefore occurs \(36/4=9\) times.

In the order identity, screw rotation, first glide, second glide, the components of a vector are multiplied by

\[
z:(+,+,+,+),\qquad x:(+,-,+,-),\qquad y:(+,-,-,+).
\]

These sign patterns are different, so \(x\), \(y\) and \(z\) belong to three different representations. Each of the three contains one uniform translation, which is not an optical mode. This leaves \(9-1=8\) polar optical modes per axis.

The patterns also show that the permittivity tensor is diagonal. A component such as \(\varepsilon_{xz}\) is multiplied by the product of the signs of \(x\) and \(z\), which is \(-1\) for some operation. Since the crystal is unchanged by that operation, the component must vanish. The three axes can therefore be treated one at a time. ∎

### Lemma 2: the permittivity is a sum over poles

Take the polar axis. In a motion with the symmetry of \(z\), the displacements of one atom from each set determine those of the other three atoms of the set. Nine coordinates, collected in the column \(u\), are enough. Let \(M\) be the diagonal matrix of the nine masses and \(K\) the symmetric spring matrix at zero field, defined so that the elastic energy per cell is \(4\cdot\frac12u^{\mathsf T}Ku\). Let the column \(Z\) hold the effective charges: a displacement \(u\) of one representative of each set gives a dipole \(Z\cdot u\) along \(z\). The four atoms of a set contribute equally, because \(z\) keeps its sign under every operation. The cell dipole is therefore \(4Z\cdot u\).

The kinetic energy, elastic energy and work of the field all carry the factor 4, which cancels from the equation of motion:

\[
M\ddot u=-Ku+ZE .
\]

It remains in the dipole per volume, so that

\[
D=\varepsilon_0\varepsilon_\infty E+\frac4V\,Z\cdot u .
\]

For the other two axes the same equations hold with the displacement patterns of their own representations.

At \(E=0\) the normal modes obey

\[
Kv_j=T_j^2Mv_j,\qquad v_i^{\mathsf T}Mv_j=\delta_{ij}.
\]

One of them, \(v_0\), is the uniform translation, with frequency zero. Moving a neutral cell as a whole changes no dipole, so \(Z\cdot v_0=0\). Write \(u=\sum_ja_jv_j\). With \(\ddot u=-\omega^2u\) the equation of motion becomes

\[
-\omega^2\sum_ja_jMv_j=-\sum_ja_jT_j^2Mv_j+ZE .
\]

Multiplying from the left by \(v_i^{\mathsf T}\) and using the normalization gives

\[
(T_i^2-\omega^2)\,a_i=(Z\cdot v_i)\,E .
\]

For the translation the right side is zero, so \(a_0=0\) at every \(\omega\neq0\), and the limit \(\omega\to0\) contains no drift. Inserting the other amplitudes into \(D\) and dividing by \(\varepsilon_0E\) gives

\[
\varepsilon(\omega)=\varepsilon_\infty+\sum_j\frac{g_j}{T_j^2-\omega^2},\qquad
g_j=\frac{4(Z\cdot v_j)^2}{\varepsilon_0V}\equiv S_jT_j^2 .
\]

The numerators are squares and cannot be negative. The strength \(S_j\) is dimensionless and is the contribution of mode \(j\) at zero frequency:

\[
\varepsilon(0)=\varepsilon_\infty+\sum_jS_j .
\]

If all frequencies are changed from rad/s to cm⁻¹, \(g_j\) and the denominators change by the same factor, so the formula keeps its form. ∎

Two special cases are covered as follows. A mode with \(Z\cdot v_j=0\) is silent: it has no pole in \(\varepsilon\). If several modes share one frequency, the vectors \(v_j\) can be rotated among themselves until a single one carries the whole dipole, with its \(g\) equal to the sum of the old ones. The others are then silent. The \(N\) modes of the theorem are those that remain, so \(N\le8\).

The frequencies \(T_j\) are called transverse because they belong to motion at \(E=0\). For a wave travelling perpendicular to its dipole, the macroscopic field is negligible when the wave vector is much larger than that of light at the same frequency, while still being small compared with the zone boundary.

### Lemma 3: zeros are longitudinal frequencies

Now let the wave vector \(q\) lie along the polar axis. Without free charge, Gauss's law \(\nabla\cdot\mathbf D=0\) reads \(iqD=0\), so \(D=0\). The expression for \(D\) then fixes the field:

\[
E=-\frac{4}{\varepsilon_0\varepsilon_\infty V}\,Z\cdot u .
\]

The field opposes the dipole that produces it. Inserted into the equation of motion, it adds a stiffness:

\[
M\ddot u=-\left(K+\frac{4}{\varepsilon_0\varepsilon_\infty V}ZZ^{\mathsf T}\right)u .
\]

Suppose that a solution has frequency \(\omega\) and \(E\neq0\). This \(\omega\) cannot be one of the \(N\) frequencies \(T_j\), since the relation for \(a_j\) would read \(0=(Z\cdot v_j)E\) with a nonzero right side. The displacements are therefore the finite response of Lemma 2, and \(D=\varepsilon_0\varepsilon(\omega)E=0\) requires \(\varepsilon(\omega)=0\). Conversely, at a zero of \(\varepsilon\) a field \(E\neq0\) together with its response \(u\) satisfies both equations with \(D=0\), and is a longitudinal wave.

A solution with \(E=0\) has no dipole. It is a silent mode or the translation, and its frequency is the same in both problems. ∎

### Lemma 4: the zeros interlace with the poles

Put \(x=\omega^2\), \(t_j=T_j^2\), and

\[
f(x)=\varepsilon_\infty+\sum_{j=1}^N\frac{g_j}{t_j-x},\qquad
f'(x)=\sum_{j=1}^N\frac{g_j}{(t_j-x)^2}>0 .
\]

Between poles \(f\) rises steadily. For \(x<t_1\) all denominators are positive, so \(f>\varepsilon_\infty>0\) and there is no zero. Just above \(t_j\) the term \(g_j/(t_j-x)\) tends to \(-\infty\); just below \(t_{j+1}\) the next term tends to \(+\infty\). A rising function that runs from \(-\infty\) to \(+\infty\) has one zero. Above \(t_N\) the function rises from \(-\infty\) towards the positive value \(\varepsilon_\infty\), and again has one zero. This gives \(N\) zeros \(\ell_j=L_j^2\) with

\[
0<t_1<\ell_1<t_2<\ell_2<\dots<t_N<\ell_N .
\]

∎

### Proof of the theorem

Multiply \(f\) by all its denominators:

\[
Q(x)=f(x)\prod_j(t_j-x)=\varepsilon_\infty\prod_j(t_j-x)+\sum_jg_j\prod_{k\ne j}(t_k-x).
\]

The first term is a polynomial of degree \(N\) with leading coefficient \((-1)^N\varepsilon_\infty\). The second has degree \(N-1\) and does not change that coefficient. A polynomial of degree \(N\) has \(N\) roots, and Lemma 4 has found \(N\) different ones, so there are no others, real or complex. Hence

\[
Q(x)=\varepsilon_\infty\prod_j(\ell_j-x),
\]

whose leading coefficient is again \((-1)^N\varepsilon_\infty\). Division by \(\prod_j(t_j-x)\) gives the product form of \(\varepsilon(\omega)\), and \(x=0\) gives the static relation. Silent modes may be included in the product, since each adds a factor 1. ∎

### Remark: the product as a ratio of stiffnesses

There is a second way to see the static result. Define \(z_j=\sqrt{4/(\varepsilon_0V)}\,Z\cdot v_j\), so that \(z_j^2=g_j\). In the amplitudes \(a_j\) the longitudinal problem reads

\[
T_j^2a_j+\frac{z_j}{\varepsilon_\infty}\sum_kz_ka_k=\omega^2a_j .
\]

Its matrix is \(W=\Lambda+zz^{\mathsf T}/\varepsilon_\infty\), with \(\Lambda\) the diagonal matrix of the \(T_j^2\). The determinant of \(W\) is the product of its eigenvalues \(L_j^2\). Take out \(\Lambda\):

\[
\det W=\det\Lambda\;\det\!\left(1+\frac{\Lambda^{-1}z\,z^{\mathsf T}}{\varepsilon_\infty}\right).
\]

The last matrix leaves every vector perpendicular to \(z\) unchanged, and multiplies the vector \(\Lambda^{-1}z\) by \(1+z^{\mathsf T}\Lambda^{-1}z/\varepsilon_\infty\). For \(z\neq0\) these vectors span the space, because \(z^{\mathsf T}\Lambda^{-1}z>0\). The determinant is therefore

\[
1+\frac1{\varepsilon_\infty}\sum_j\frac{g_j}{T_j^2}=1+\frac1{\varepsilon_\infty}\sum_jS_j=\frac{\varepsilon(0)}{\varepsilon_\infty}.
\]

The static ratio thus compares the total stiffness, in the sense of a determinant, at \(D=0\) and at \(E=0\). The added term couples all modes, and this is why the determinant belongs to the whole set.

The relation was also tested on nine-coordinate models with the masses of hafnium and oxygen, \(\varepsilon_\infty=5\), a cell of 0.132 nm³, an arbitrary neutral set of charges and several random stable spring matrices. The product of frequency ratios from two diagonalizations was compared with the static permittivity from a direct solution of the force balance. The largest relative difference was \(1.4\times10^{-14}\), which is rounding error.

### Remark: limiting cases and failure

For one mode, \(\varepsilon(L)=0\) gives \(L^2=T^2(1+S/\varepsilon_\infty)\), and the product is the familiar one-mode relation. If \(S_j\to0\), then \(L_j\to T_j\) or a neighbouring zero moves onto the vanishing pole; in either case pole and zero cancel. If \(T_1\to0\) while \(g_1\) and the other parameters are held fixed, \(\varepsilon(0)\) diverges as \(g_1/T_1^2\), and \(L_1\) stays finite. This is a limit of the formula and no claim about how hafnia switches. If \(T_1^2<0\), the structure is unstable, and \(\varepsilon(0)\) from the sum is no longer the response of an equilibrium state. Free carriers violate the condition \(D=0\) for the lattice part alone, and then the zeros of the total permittivity are mixed plasmon and phonon frequencies.

## Second half: consequences, the example and its limits

For one principal axis, \(T_j\) are the transverse frequencies (poles of \(\varepsilon\)), \(L_j\) the longitudinal ones (zeros), \(S_j\) the strengths, \(g_j=S_jT_j^2\), and \(\varepsilon_\infty\) the electronic permittivity. The first half showed that

\[
\varepsilon(\omega)=\varepsilon_\infty+\sum_j\frac{g_j}{T_j^2-\omega^2}
=\varepsilon_\infty\prod_j\frac{L_j^2-\omega^2}{T_j^2-\omega^2},
\]

with \(T_1<L_1<T_2<\dots<L_N\), for undamped modes at fixed strain. Each axis of the polar phase has at most \(N=8\) such modes.

### The model axis

The parameters below are round numbers in the rough regime of orthorhombic hafnia along \(c\), with \(\varepsilon_\infty=5.00\). They are neither measured nor computed from first principles. The \(L_j\) are the zeros found numerically, and they agree with the eigenvalues of the longitudinal matrix \(W\).

| \(j\) | \(T_j\) (cm⁻¹) | \(S_j\) | \(L_j\) (cm⁻¹) | \((L_j/T_j)^2\) |
|---|---|---|---|---|
| 1 | 110 | 0.20 | 110.49 | 1.0089 |
| 2 | 190 | 1.50 | 194.54 | 1.0483 |
| 3 | 250 | 6.00 | 270.35 | 1.1694 |
| 4 | 290 | 3.00 | 316.50 | 1.1911 |
| 5 | 340 | 2.50 | 398.68 | 1.3750 |
| 6 | 420 | 0.80 | 496.51 | 1.3975 |
| 7 | 550 | 0.50 | 606.63 | 1.2165 |
| 8 | 640 | 0.15 | 683.71 | 1.1413 |

The strengths add up to 14.65, so \(\varepsilon(0)=5.00+14.65=19.65\). The last column multiplies to 3.930, and \(5.00\times3.930=19.65\). For a film of thickness \(d=10\) nm with \(c\) along its normal, the capacitance density \(\varepsilon_0\varepsilon(0)/d\) is 17.4 fF/µm², or 1.74 µF/cm². This leaves out any interface layer in series.

This part has proved that the ratio of static to electronic permittivity along a principal axis is a product over all its polar modes, and has confirmed the value 19.65 for the model axis. It remains to explain why single pairs of frequencies fail, to draw the corollaries for strengths, splittings and reading errors, and to examine damping, tilt and the conditions in real films.
